**Field-quadrature functions by diagonalization, compared with Taylor polynomials**

The program builds $\cos(\theta X)$ and $\sin(\theta X)$, with $X=a+a^\dagger$ and $\theta=2\eta$, by diagonalizing the quadrature matrix in $N$ Fock states. Here $\eta$ is the dimensionless coupling of a two-level system to one cavity mode, and $K$ is the highest Taylor power kept. It asserts that the matrix eigenvalues and weights are those of Gauss–Hermite quadrature, and that the truncation errors obey the derived bounds. It also asserts that the six lowest Coulomb-gauge and dipole-gauge levels agree within $10^{-9}$ eV at three couplings, on and off resonance. For the second-order Taylor Hamiltonian it tests the stability threshold from both sides at two values of the gap. At $\eta=1$ the output shows a ground energy of −0.1479 eV in both gauges, while Taylor orders 2 to 4 give energies that keep falling as the basis grows. At $N=40$ and $\eta=1$, a Taylor order of 65 is needed for a norm error below 0.001.

## Verification by program

```python
"""
Result under test: cos(theta X) and sin(theta X), X = a + a^dagger, are built
in N Fock states by diagonalizing the N x N matrix of X. They give a two-level
Coulomb-gauge Hamiltonian with the same low spectrum as the dipole gauge:
  H_C = w a^dag a + (D/2)[sz cos(theta X) + sy sin(theta X)]
  H_D = w a^dag a + i eta w (a^dag - a) sx + w eta^2 + (D/2) sz
Low-order Taylor polynomials in theta X fail at large coupling.
Symbols: w mode energy, D two-level gap, eta = A0 d coupling, theta = 2 eta,
d transition length, A0 vacuum amplitude of the vector potential,
K highest power of theta X kept. Energies are in eV unless stated.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import eval_genlaguerre, roots_hermitenorm

SX = np.array([[0, 1], [1, 0]], dtype=complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1.0, -1.0]).astype(complex)
MODE = 1.0
GAP = 1.0
LENGTH = 2.0          # angstrom
N_BASE = 40


def lowering(size):
    return np.diag(np.sqrt(np.arange(1.0, size)), 1)


def quadrature(size):
    a = lowering(size)
    return a + a.T


def diagonal_pair(theta, size):
    x, v = np.linalg.eigh(quadrature(size))
    return (v * np.cos(theta * x)) @ v.T, (v * np.sin(theta * x)) @ v.T


def taylor_pair(theta, size, order):
    matrix = theta * quadrature(size)
    term = np.eye(size)
    cosine, sine = np.eye(size), np.zeros((size, size))
    for k in range(1, order + 1):
        term = term @ matrix / k
        sign = (-1) ** (k // 2)
        if k % 2 == 0:
            cosine = cosine + sign * term
        else:
            sine = sine + sign * term
    return cosine, sine


def coulomb(eta, size, gap=GAP, order=None):
    if order is None:
        cosine, sine = diagonal_pair(2 * eta, size)
    else:
        cosine, sine = taylor_pair(2 * eta, size, order)
    number = np.diag(np.arange(float(size)))
    return (MODE * np.kron(number, np.eye(2))
            + gap / 2 * (np.kron(cosine, SZ) + np.kron(sine, SY)))


def dipole(eta, size, gap=GAP):
    a = lowering(size)
    number = np.diag(np.arange(float(size)))
    return (MODE * np.kron(number, np.eye(2))
            + 1j * eta * MODE * np.kron(a.T - a, SX)
            + MODE * eta**2 * np.eye(2 * size)
            + gap / 2 * np.kron(np.eye(size), SZ))


def levels(hamiltonian):
    return np.linalg.eigvalsh(hamiltonian)


# Oscillator functions on a grid: matrix elements from their definition.
GRID = np.linspace(-30.0, 30.0, 6001)
STEP = GRID[1] - GRID[0]
WAVES = np.zeros((N_BASE, GRID.size))
WAVES[0] = np.exp(-GRID**2 / 4) / (2 * np.pi) ** 0.25
WAVES[1] = GRID * WAVES[0]
for n in range(1, N_BASE - 1):
    WAVES[n + 1] = (GRID * WAVES[n] - math.sqrt(n) * WAVES[n - 1]) \
        / math.sqrt(n + 1)


def grid_elements(values, size):
    return (WAVES[:size] * values) @ WAVES[:size].T * STEP


# Eigenvalues and first eigenvector components are Gauss nodes and weights.
nodes, vectors = np.linalg.eigh(quadrature(N_BASE))
gauss_nodes, gauss_weights = roots_hermitenorm(N_BASE)
assert np.allclose(nodes, gauss_nodes, atol=1e-10)
assert np.allclose(vectors[0]**2, gauss_weights / gauss_weights.sum(),
                   atol=1e-12)

# Closed form of the exact elements against integration.
theta = 2.0
exact_phase = grid_elements(np.exp(1j * theta * GRID), N_BASE)
for m in range(8):
    for n in range(m + 1):
        closed = (math.sqrt(math.factorial(n) / math.factorial(m))
                  * (1j * theta)**(m - n) * math.exp(-theta**2 / 2)
                  * eval_genlaguerre(n, m - n, theta**2))
        assert abs(closed - exact_phase[m, n]) < 1e-10

# First power of X spoiled by truncation, and the size of the missing part.
small = 5
wide_x, small_x = quadrature(3 * small + 2), quadrature(small)
for m in range(small):
    for n in range(small):
        first = 2 * small - m - n
        for k in range(first + 1):
            missing = (np.linalg.matrix_power(wide_x, k)[m, n]
                       - np.linalg.matrix_power(small_x, k)[m, n])
            expected = 0.0
            if k == first:
                expected = math.factorial(small) / math.sqrt(
                    math.factorial(m) * math.factorial(n))
            assert abs(missing - expected) < 1e-8

# Error bound for all elements in a small basis.
size = 6
cosine, sine = diagonal_pair(theta, size)
error = np.abs(cosine + 1j * sine - exact_phase[:size, :size])
bound = (grid_elements(np.exp(theta * GRID), size)
         - expm(theta * quadrature(size)))
assert np.all(error <= bound + 1e-9)

# Vacuum element: error against the Gauss remainder bound.
vacuum_rows = []
for size in (4, 6, 8, 10):
    err = abs(diagonal_pair(theta, size)[0][0, 0] - exact_phase[0, 0].real)
    limit = (math.factorial(size) * theta**(2 * size)
             / math.factorial(2 * size))
    assert err <= limit + 1e-12
    vacuum_rows.append((size, err, limit))

# Good low block, poor edge; the projected exact pair loses the identity.
cosine, sine = diagonal_pair(theta, N_BASE)
full_error = np.abs(cosine + 1j * sine - exact_phase)
low_error, edge_error = full_error[:10, :10].max(), full_error.max()
assert low_error < 1e-10 and edge_error > 0.05
identity = np.eye(N_BASE)
built_defect = np.linalg.norm(cosine @ cosine + sine @ sine - identity, 2)
pc, ps = exact_phase.real, exact_phase.imag
projected_defect = np.linalg.norm(pc @ pc + ps @ ps - identity, 2)
assert built_defect < 1e-11 and projected_defect > 0.1

# Gauge agreement of the low spectrum, on and off resonance.
gauge_difference = 0.0
for eta in (0.1, 0.5, 1.0):
    for gap in (1.0, 0.6):
        difference = np.abs(levels(coulomb(eta, N_BASE, gap))[:6]
                            - levels(dipole(eta, N_BASE, gap))[:6]).max()
        gauge_difference = max(gauge_difference, difference)
assert gauge_difference < 1e-9

# Finite-basis gauge transformation: correct away from the edge only.
unitary = expm(1j * np.kron(quadrature(N_BASE), SX))
rotated = unitary.conj().T @ coulomb(1.0, N_BASE) @ unitary
mismatch = np.abs(rotated - dipole(1.0, N_BASE))
assert mismatch[:20, :20].max() < 1e-9 and mismatch.max() > 1.0

# Taylor ground energies at weak and strong coupling.
reference, gaps, taylor = {}, {}, {}
for eta in (0.1, 1.0):
    spectrum = levels(dipole(eta, N_BASE))
    reference[eta], gaps[eta] = spectrum[0], spectrum[1] - spectrum[0]
    for order in (1, 2, 3, 4):
        for size in (N_BASE, 2 * N_BASE):
            taylor[eta, order, size] = levels(
                coulomb(eta, size, order=order))[0]
weak_error = {k: abs(taylor[0.1, k, N_BASE] - reference[0.1])
              for k in (1, 2, 3, 4)}
assert weak_error[4] < weak_error[2] < weak_error[1]
assert max(weak_error[k] for k in (2, 3, 4)) < 1e-3
assert abs(taylor[1.0, 1, 40] - taylor[1.0, 1, 80]) < 1e-8
assert abs(taylor[1.0, 1, 40] - reference[1.0]) > 0.3
for order in (2, 3, 4):
    assert taylor[1.0, order, 80] < taylor[1.0, order, 40] - 10

# Second-order stability threshold theta^2 D = w, from both sides.
threshold_rows = []
for gap, eta in ((1.0, 0.4), (1.0, 0.6), (0.5, 0.6), (0.5, 0.8)):
    e40 = levels(coulomb(eta, 40, gap, 2))[0]
    e80 = levels(coulomb(eta, 80, gap, 2))[0]
    ratio = (2 * eta)**2 * gap / MODE
    if ratio < 1:
        assert abs(e80 - e40) < 1e-6
    else:
        assert e80 < e40 - 3
    threshold_rows.append((gap, eta, ratio, e40, e80))


def scalar_taylor(u, order):
    c = sum((-1)**(k // 2) * u**k / math.factorial(k)
            for k in range(0, order + 1, 2))
    s = sum((-1)**(k // 2) * u**k / math.factorial(k)
            for k in range(1, order + 1, 2))
    return c, s


def coherent_energy(center, order, eta=1.0, size=80):
    alpha = center / 2
    field = np.array([math.exp(-alpha**2 / 2) * alpha**n
                      / math.sqrt(math.factorial(n)) for n in range(size)])
    c, s = scalar_taylor(2 * eta * center, order)
    spinor = np.linalg.eigh(c * SZ + s * SY)[1][:, 0]
    state = np.kron(field, spinor)
    return np.vdot(state, coulomb(eta, size, order=order) @ state).real


# Coherent trial states descend; the second-order energy has a closed form.
coherent = {}
for order in (2, 3, 4):
    for center in (4.0, 8.0):
        coherent[order, center] = coherent_energy(center, order)
    assert coherent[order, 8.0] < coherent[order, 4.0] < -GAP / 2
for center in (4.0, 8.0):
    c, s = scalar_taylor(theta * center, 2)
    mean_c = 1 - theta**2 * (center**2 + 1) / 2
    closed = (MODE * center**2 / 4
              - GAP / 2 * (c * mean_c + s * theta * center) / math.hypot(c, s))
    assert abs(closed - coherent[2, center]) < 1e-8


def lower_surface_shift(x):
    c, s = scalar_taylor(0.2 * x, 3)
    return MODE * x**2 / 4 - GAP / 2 * (math.hypot(c, s) - 1)


crossing = brentq(lower_surface_shift, 1.0, 2000.0)
assert lower_surface_shift(2 * crossing) < 0

# Taylor order needed for both functions at fixed basis size.
argument = theta * nodes[-1]
needed = None
for order in range(1, 110):
    tc, ts = taylor_pair(theta, N_BASE, order)
    distance = max(np.linalg.norm(tc - cosine, 2),
                   np.linalg.norm(ts - sine, 2))
    if distance < 1e-3:
        needed = order
        break
sufficient = math.ceil(argument)
while (sufficient + 1) * math.log(argument) - math.lgamma(sufficient + 2) \
        > math.log(1e-3):
    sufficient += 1
assert needed is not None and 10 < needed <= sufficient

# Mode volume in atomic units, checked through SI units.
hartree = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0] / const.angstrom
volumes = {}
for eta in (0.1, 1.0):
    volume_au = 2 * np.pi * (LENGTH / bohr)**2 / (MODE / hartree * eta**2)
    volumes[eta] = volume_au * bohr**3
    frequency = MODE * const.e / const.hbar
    amplitude = math.sqrt(const.hbar / (2 * const.epsilon_0 * frequency
                                      * volumes[eta] * const.angstrom**3))
    eta_si = const.e * amplitude * LENGTH * const.angstrom / const.hbar
    assert abs(eta_si / eta - 1) < 1e-7

print(f"mode energy {MODE:.1f} eV, gap {GAP:.1f} eV, length {LENGTH:.1f} A")
print(f"basis size N = {N_BASE}, largest node x = {nodes[-1]:.4f}")
for eta in (0.1, 1.0):
    print(f"eta={eta}: mode volume {volumes[eta]:.1f} A^3")
    exact = grid_elements(np.cos(2 * eta * GRID), 1)[0, 0]
    built = diagonal_pair(2 * eta, N_BASE)[0][0, 0]
    t2 = taylor_pair(2 * eta, N_BASE, 2)[0][0, 0]
    t4 = taylor_pair(2 * eta, N_BASE, 4)[0][0, 0]
    assert abs(exact - built) < 1e-10
    print(f"  <0|cos|0>: exact {exact:.6f}, diagonalized {built:.6f}")
    print(f"  <0|cos|0>: Taylor K=2 {t2:.6f}, K=4 {t4:.6f}")
    own = levels(coulomb(eta, N_BASE))
    print(f"  E0 dipole {reference[eta]:.6f} eV, Coulomb {own[0]:.6f} eV")
    print(f"  E0 = {reference[eta] / hartree:.7f} hartree")
    print(f"  first gap {gaps[eta]:.6f} eV")
    for order in (1, 2, 3, 4):
        print(f"  Taylor K={order}: E0(N=40) {taylor[eta, order, 40]:.6f},"
              f" E0(N=80) {taylor[eta, order, 80]:.6f} eV")
print("vacuum cosine at eta=1, error and bound:")
for size, err, limit in vacuum_rows:
    print(f"  N={size}: error {err:.2e}, bound {limit:.2e}")
print(f"eta=1, N=40: max element error, first 10 states {low_error:.1e}")
print(f"eta=1, N=40: max element error, all states {edge_error:.3f}")
print(f"cos^2+sin^2-1 norm: built {built_defect:.1e},"
      f" projected {projected_defect:.3f}")
print(f"largest gauge difference, 6 levels: {gauge_difference:.1e} eV")
print(f"rotated H_C - H_D: first 10 Fock {mismatch[:20, :20].max():.1e} eV")
print(f"rotated H_C - H_D: all Fock {mismatch.max():.2f} eV")
print("second-order threshold, ratio = theta^2 gap/mode energy:")
for gap, eta, ratio, e40, e80 in threshold_rows:
    print(f"  gap {gap} eV, eta {eta}, ratio {ratio:.2f}:"
          f" E0 {e40:.5f} (N=40), {e80:.5f} (N=80) eV")
for order in (2, 3, 4):
    print(f"coherent trial, eta=1, K={order}: {coherent[order, 4.0]:.2f} eV"
          f" (x=4), {coherent[order, 8.0]:.2f} eV (x=8)")
print(f"eta=0.1, K=3 surface crossing: x={crossing:.2f},"
      f" x^2/4={crossing**2 / 4:.0f}")
print(f"eta=1, N=40: theta*x_max={argument:.3f}")
print(f"Taylor order for norm error 0.001: found {needed},"
      f" sufficient {sufficient}")
print("all assertions hold")
```

Output:

```
mode energy 1.0 eV, gap 1.0 eV, length 2.0 A
basis size N = 40, largest node x = 11.4534
eta=0.1: mode volume 36190.3 A^3
  <0|cos|0>: exact 0.980199, diagonalized 0.980199
  <0|cos|0>: Taylor K=2 0.980000, K=4 0.980200
  E0 dipole -0.495013 eV, Coulomb -0.495013 eV
  E0 = -0.0181914 hartree
  first gap 0.900115 eV
  Taylor K=1: E0(N=40) -0.505013, E0(N=80) -0.505013 eV
  Taylor K=2: E0(N=40) -0.495113, E0(N=80) -0.495113 eV
  Taylor K=3: E0(N=40) -0.494915, E0(N=80) -0.494915 eV
  Taylor K=4: E0(N=40) -0.495011, E0(N=80) -0.495011 eV
eta=1.0: mode volume 361.9 A^3
  <0|cos|0>: exact 0.135335, diagonalized 0.135335
  <0|cos|0>: Taylor K=2 -1.000000, K=4 1.000000
  E0 dipole -0.147946 eV, Coulomb -0.147946 eV
  E0 = -0.0054369 hartree
  first gap 0.137767 eV
  Taylor K=1: E0(N=40) -1.147946, E0(N=80) -1.147946 eV
  Taylor K=2: E0(N=40) -96.572905, E0(N=80) -209.521001 eV
  Taylor K=3: E0(N=40) -963.925597, E0(N=80) -3090.225368 eV
  Taylor K=4: E0(N=40) -5657.300940, E0(N=80) -26461.127902 eV
vacuum cosine at eta=1, error and bound:
  N=4: error 6.05e-02, bound 1.52e-01
  N=6: error 2.40e-03, bound 6.16e-03
  N=8: error 4.87e-05, bound 1.26e-04
  N=10: error 5.98e-07, bound 1.56e-06
eta=1, N=40: max element error, first 10 states 6.9e-14
eta=1, N=40: max element error, all states 0.260
cos^2+sin^2-1 norm: built 4.3e-15, projected 0.617
largest gauge difference, 6 levels: 4.3e-14 eV
rotated H_C - H_D: first 10 Fock 5.3e-15 eV
rotated H_C - H_D: all Fock 9.88 eV
second-order threshold, ratio = theta^2 gap/mode energy:
  gap 1.0 eV, eta 0.4, ratio 0.64: E0 -0.45394 (N=40), -0.45394 (N=80) eV
  gap 1.0 eV, eta 0.6, ratio 1.44: E0 -13.32355 (N=40), -29.51923 (N=80) eV
  gap 0.5 eV, eta 0.6, ratio 0.72: E0 -0.18515 (N=40), -0.18515 (N=80) eV
  gap 0.5 eV, eta 0.8, ratio 1.28: E0 -8.29912 (N=40), -18.49724 (N=80) eV
coherent trial, eta=1, K=2: -12.98 eV (x=4), -48.99 eV (x=8)
coherent trial, eta=1, K=3: -45.46 eV (x=4), -339.23 eV (x=8)
coherent trial, eta=1, K=4: -107.69 eV (x=4), -1455.80 eV (x=8)
eta=0.1, K=3 surface crossing: x=375.11, x^2/4=35176
eta=1, N=40: theta*x_max=22.907
Taylor order for norm error 0.001: found 65, sufficient 66
all assertions hold
```
